More particles do not remove finite-grid heating in particle-in-cell simulations

The manuscript simulates the electrons of a processing discharge with cells about fourteen Debye lengths wide. With 128 particles per cell the total energy roughly triples during the run. With 2048 per cell the rise is much smaller. The authors argue as follows: the field error is sampling noise; its variance falls as the inverse of the particle number; the heating must therefore vanish in the same proportion, and the cell size is only a matter of spatial detail.

The first two statements are sound for the noise. If N particles have independent positions, a Fourier amplitude of their density is a mean of N independent phase factors, so its variance is proportional to 1/N. The conclusion needs something more: that the equations left after the noise has gone are those of a real plasma. What equations remain when the particle number grows without limit and the cell size stays fixed?

**The equations without noise**

I take one space dimension, periodic boundaries, immobile ions, no collisions, and electrons with an undrifted Maxwellian distribution of thermal speed v_t. Charge is assigned to the grid by linear weighting, and the force is interpolated with the same weights. The field is a centred difference of the potential, which makes the scheme momentum-conserving. Lengths are in units of the cell size Δx, so λ = λ_D/Δx is the Debye length in cells. Perturbations vary as exp(ikx − iωt), and γ = Im ω is the growth rate of the amplitude.

A particle at x contributes to node j with weight W(x − j), where W is a triangle of unit area. This triangle is the convolution of two unit boxes, and each box has the Fourier transform sin(k/2)/(k/2). Hence

S(k) = [sin(k/2)/(k/2)]².

At the integer nodes the waves exp(ikj) and exp[i(k + 2πp)j] are identical for every integer p. The grid therefore adds the densities of all these aliases. With k_p = k + 2πp and particle charge q,

ρ(k) = q Σ_p S(k_p) n(k_p).

The force is folded in the opposite direction. For a grid field E_j = E exp(ikj),

F(x) = qE exp(ikx) Σ_j W(x − j) exp[−ik(x − j)].

The sum over j has period one in x, so it is a Fourier series in exp(2πipx). Its coefficient is an integral over one cell. The sum over j turns that into an integral over all x, which is the transform of W at k_p. Thus

F(k_p) = q S(k_p) E(k).

One grid field pushes the particles at every alias wavelength.

The discrete Poisson equation is −(φ_{j+1} − 2φ_j + φ_{j−1}) = ρ_j/ε₀. For a wave its left side is (2 − 2cos k)φ = 4 sin²(k/2) φ. The centred difference gives E = −i sin k φ. Since sin k = 2 sin(k/2) cos(k/2),

E = −(i/2) cot(k/2) ρ/ε₀.

The particles obey the Vlasov equation once noise is absent. Its linear form at wavenumber k_p is

−i(ω − k_p v) f₁ + [F(k_p)/m] df₀/dv = 0.

Solving for f₁, integrating over velocity and writing ω − k_p v = −k_p(v − u), with u = ω/k_p, gives

n(k_p) = i [F(k_p)/(m k_p)] ∫ (df₀/dv)/(v − u) dv.

For a Maxwellian, df₀/dv = −v f₀/v_t². Writing v/(v − u) = 1 + u/(v − u) turns the integral into

−(n₀/v_t²)[1 + ζ_p Z(ζ_p)],  ζ_p = ω/(√2 |k_p| v_t),

where Z(ζ) = π^(−1/2) ∫ exp(−s²)/(s − ζ) ds for Im ζ > 0, continued analytically to the rest of the plane for damped waves. The modulus of k_p is correct because f₀ is even: the average of u/(v − u) equals that of u²/(v² − u²), which does not depend on the sign of u. Therefore

n(k_p) = −i n₀F(k_p)/(m k_p v_t²) [1 + ζ_p Z(ζ_p)].

I insert the force, sum the charge, and use λ² = ε₀ m v_t²/(n₀q²):

ρ = −i (ε₀E/λ²) Σ_p [S²(k_p)/k_p][1 + ζ_p Z(ζ_p)].

Putting this into the field equation multiplies two factors −i, which gives −1. A nonzero field requires

ε(ω,k) = 1 + [cot(k/2)/(2λ²)] Σ_p [S²(k_p)/k_p][1 + ζ_p Z(ζ_p)] = 0.

The particle number does not occur. The cell size does, both through λ and through the sum over aliases. This is where the manuscript's inference fails: averaging removes the noise but leaves the folding.

**Two limits**

Refining the grid at a fixed physical wavelength makes k small and λ large, with kλ fixed. Then cot(k/2)/2 tends to 1/k and S(k) to 1. For p ≠ 0, S²(k_p) falls as (k/2πp)⁴. What remains is

1 + [1 + ζ₀Z(ζ₀)]/(k²λ²) = 0,

the dispersion relation of the real plasma.

The opposite limit is a cold plasma on a fixed grid. For large ζ, 1 + ζZ approaches −1/(2ζ²), which is −k_p²λ²ω_p²/ω². The relation becomes

ω² = ω_p² [cot(k/2)/2] Σ_p k_p S²(k_p).

Because sin²(k_p/2) = sin²(k/2), the sum equals 16 sin⁴(k/2) Σ_p k_p⁻³. It follows from

Σ_p 1/k_p = (1/2) cot(k/2).

Two derivatives with respect to k give 2 Σ_p k_p⁻³ = (1/4) cos(k/2)/sin³(k/2). Hence Σ_p k_pS² = 2 sin(k/2) cos(k/2) = sin k, and

ω = ω_p cos(k/2).

The grid lowers the frequency, but ω is real. In this linear model an undrifted cold plasma does not grow. At finite temperature some electrons resonate with an alias, and the next section shows how they can make the wave grow.

**Why an alias feeds the wave**

For weak growth, the resonant part of 1 + ζZ is i√π ζ exp(−ζ²), so

Im ε ≈ [cot(k/2)/(2λ²)] Σ_p [S²(k_p)/k_p] √π ζ_p exp(−ζ_p²).

Expanding ε(ω_r + iγ) = 0 to first order gives

γ ≈ −Im ε/(∂Re ε/∂ω).

The derivative is positive on the Langmuir branch; in the cold limit it is 2/ω. For 0 < k < π the term p = 0 is positive and damps the wave. This is Landau damping. The term p = −1 has k₋₁ = k − 2π < 0 and drives it.

The physical reason lies in the field solver. A charge wave of wavenumber k_p in a real plasma produces a field −iρ/(ε₀k_p). The grid instead returns −(i/2)cot(k/2)ρ/ε₀, whose sign is that of k. For a negative k_p the sign is wrong: the resonant part of the charge response, which should damp the wave, drives it. The scheme does not conserve energy, so the wave and the resonant particles can gain energy together.

**The size of the effect**

I take n_e = 10¹⁶ m⁻³ and T_e = 3 eV as round values. They give ω_p = 5.641×10⁹ rad/s and λ_D = 0.129 mm. With λ = 0.07, the cell is 0.1288/0.07 = 1.84 mm wide. A periodic box of 16 cells contains the mode

k = 2π × 5/16 = 1.9635,  k₋₁ = 1.9635 − 6.2832 = −4.3197.

Newton's method, with the aliases from p = −20 to 20, gives

ω = (0.6119 + 0.0220i) ω_p.

The first alias resonates with electrons of speed 0.6119/(4.3197 × 0.07) = 2.02 thermal speeds, where a Maxwellian still has many particles. If only p = 0 is kept, γ becomes −0.0006 ω_p. The aliases therefore cause the growth of this mode.

I followed the Langmuir root over wavenumbers up to kΔx = 3, stopping earlier where its damping rate exceeded 0.3 ω_p. The largest growth rates found are:

λ_D/Δx = 0.07: 2.2×10⁻² ω_p
λ_D/Δx = 0.10: 1.4×10⁻² ω_p
λ_D/Δx = 0.20: 8.1×10⁻⁴ ω_p
λ_D/Δx = 0.30: 5.7×10⁻⁵ ω_p
λ_D/Δx = 0.50: 1.3×10⁻⁶ ω_p

There is no sharp threshold in this list. Resolving the Debye length makes the growth negligible for most runs, but not zero.

**A simulation without loading noise**

The linear result can be compared with a nonlinear particle simulation whose start contains no sampling noise. The electrons are placed in beams equally spaced in velocity, with Maxwellian weights. Each beam has one particle per cell, at the same position within every cell. If that position is a fraction f of the cell, each node receives 1 − f from one neighbour and f from the other. The grid density is uniform and there is no field. I then displace the particles by 5×10⁻⁴ sin(kx) cells and advance them by the leapfrog method with time step 0.25/ω_p.

Between ω_pt = 25 and 75, a fit to the field of this mode gives growth rates of 0.0222 ω_p with 2048 particles per cell and 0.0228 ω_p with 4096. They lie 1 % and 3 % above the linear value. The larger run is not the closer one, so these few per cent should not be read as a convergence error in particle number. Doubling the number has not reduced the growth.

Not every ordered start agreed so well. An earlier run with 512 beams and four particles of each beam per cell, which is also 2048 particles per cell, failed the test that its growth rate lie within 10 % of the linear value. Its fitted rate was not recorded, and the cause is not known. A run with only 128 beams, again with four particles of each per cell, gives 0.0230 ω_p, but a single fitted rate may agree by chance and does not settle the cause. The agreement of 1 % and 3 % therefore holds for the two starts shown and does not measure the accuracy of the method for every ordered start.

Averaged over the last 20/ω_p of a run of 240/ω_p, the total energy has risen by 10.2 % and 9.5 % of its initial value. The same plasma on 128 cells, with λ_D/Δx = 0.56 and as many particles in the box as the smaller run, gains 0.12 %. Its fitted amplitude rate is −0.0014 ω_p. I draw no physical damping rate from that small value; it shows no growth comparable with that on the coarse grid.

**What more particles do buy**

With a random start, noise supplies the seed. Its amplitude A₀ is proportional to N^(−1/2). Linear growth reaches a level A at

t = (1/γ) ln(A/A₀).

Multiplying the particle number by R divides A₀ by √R, and so delays that moment by

Δt = ln R/(2γ).

For R = 16 this is 2.773/(2 × 0.02204) = 62.9/ω_p, or 11.1 ns. In the ordered simulation, a seed four times weaker reaches the same field amplitude 64.5/ω_p later, within 3 % of the estimate.

This also shows what is right in the manuscript's argument. In a run of fixed length, a sufficiently small seed never becomes large, so enough particles would hide the instability. The energy gained through the instability is then of second order in the wave amplitude. It is proportional to A₀² exp(2γt), and hence to 1/N. The manuscript's law returns in this regime, but with a factor that grows exponentially with the length of the run. The price is exponential. The amplitude e-folding time is 8.0 ns, and one period of a 13.56 MHz drive lasts 73.7 ns, which is 9.17 e-foldings. By this linear estimate for a collisionless, periodic plasma, delaying the onset by one period requires R = exp(2 × 9.17), about 10⁸ times more particles. Each further period of delay multiplies the number by the same factor again.

With random starts, sampling noise and the instability act together. Each particle is placed at random within its own equal subinterval of the box, and velocities are drawn from the Maxwellian. The energy gains after 240/ω_p are:

16 cells, 128 particles per cell: 213 %
16 cells, 2048 particles per cell: 27 %
128 cells, same particles as the second run: 0.36 %

Each figure comes from a single random start, and the gain varies from start to start. The ratio of the first two, 7.8, is therefore only a rough measure of what sixteen times more particles achieve. Scaling the first gain by 1/16 would have predicted 13 %, about half of the gain found in this pair of runs. The early field energy, averaged over ω_pt = 5 to 15 and over eight starts, fell by a factor of 24. That is more than the sixteen of the simple estimate. With only eight starts, I do not read this difference as a real departure from the 1/N law. The 27 % is itself a mixture of stochastic heating and instability, and these runs do not divide it. They do show that most of it disappears when the same particles are used with smaller cells.

**Scope and requested changes**

The growth rates hold for small waves in a collisionless, undrifted Maxwellian plasma with this weighting and field solver. As the wave grows it changes the velocity distribution, and the linear rate ceases to apply. A smoother particle shape reduces S at the aliases. A drift changes which particles resonate, and energy-conserving or implicit schemes have other dispersion relations. Collisions, walls and the drive are absent here, so the percentages measure a numerical error in a model and do not predict a reactor's temperature. The exponential cost has the same limit. Collisions of frequency ν damp the wave amplitude at roughly ν/2, so a growth rate of 0.022 ω_p is cancelled near ν ≈ 0.04 ω_p, about 2×10⁸ s⁻¹, a rate that electron–neutral collisions can reach at ordinary processing pressures. In a bounded gap the growth is also limited by transit: the resonant electrons cross 16 cells in 16 × 4.3197/0.6119 = 113/ω_p, about 2.5 e-foldings.

The authors should withdraw the inference that the cell size is only a matter of spatial detail because the noise falls as 1/N. On a coarse grid, the 1/N law for the heating can be expected only if the instability stays small until the end of the run. Where collisions and wall losses do not cancel the linear growth, the number of particles this takes grows exponentially with the length of the run; the authors should compare their collision frequency with the growth rate. They should give the smallest λ_D/Δx reached during the run, which on a uniform grid occurs where the ratio of electron density to electron temperature is largest. A convergence study in particle number needs a second one in cell size. For the parameters above, λ_D/Δx = 0.5 means cells of 0.26 mm in place of 1.84 mm. If this scheme cannot be run with such cells, the remedy is a different scheme, with its own heating measured, and not a larger number of particles alone.
